# Filament growth under a current limit in a resistive switch

A resistive switch is set to its low-resistance state by widening a conducting filament between two electrodes. The filament is a uniform ohmic cylinder of length \(l\), radius \(r\) and resistivity \(\rho\). The resistivity is set by disorder and does not depend on temperature, so a later reading at low voltage finds the resistance reached during growth. The conductance is

\[
G=\frac{\pi r^2}{\rho l}=g r^2,\qquad g=\frac{\pi}{\rho l},\qquad R=\frac1G .
\]

An ideal source applies a voltage \(V_a\) until the current reaches a set limit \(I_c\), and from then on it holds the current at \(I_c\). The voltage across the filament is therefore

\[
V=\min\left(V_a,\;\frac{I_c}{g r^2}\right).
\]

The source responds instantly, without capacitive overshoot. The filament already bridges the gap, with radius \(r_0\), and it does not dissolve. Its radius grows at a speed \(dr/dt=u(V)\). Units are volts, amperes, ohms, nanometres, seconds and kelvins, which suit a device better than atomic units.

## (a) Growth with a sharp threshold

*Suppose that \(u=0\) for \(V\le V_s\) and \(u>0\) for \(V>V_s\), with \(V_a>V_s\). What is the final resistance, and when does the answer fail?*

**Solution.** While the source holds \(V_a\), the radius grows at the constant speed \(u(V_a)\), and nothing in the circuit slows it. Once the current is limited, \(V=I_c/(gr^2)\) falls as the filament widens, so growth weakens its own drive. The voltage reaches \(V_s\) at the radius

\[
r_s=\sqrt{\frac{I_c}{gV_s}} .
\]

Below \(r_s\) the speed is positive, and at \(r_s\) it is zero. A filament that starts below \(r_s\) therefore tends to \(r_s\), and

\[
R=\frac{1}{g r_s^2}=\frac{V_s}{I_c}.
\]

The length and resistivity have cancelled: they determine how wide the filament must become, but not its final resistance.

The starting condition is \(r_0<r_s\), or \(g r_0^2V_s<I_c\). If it is violated, the voltage is at or below threshold from the start, and the resistance keeps its initial value.

The pulse must also be long enough. If \(u\approx b(V-V_s)\) near threshold, set \(\delta=r_s-r\). Expanding \(V\propto r^{-2}\) gives \(V-V_s\approx 2V_s\delta/r_s\), hence

\[
\frac{d\delta}{dt}=-u\approx-\frac{2bV_s}{r_s}\,\delta .
\]

The last part of the approach is exponential, with time constant \(r_s/(2bV_s)\).

## (b) The temperature of the filament

*Real ions move by thermal activation, so the temperature is needed. Heat leaves along the filament into electrodes at \(T_0\), and the thermal conductivity obeys the Wiedemann–Franz law \(\kappa=\mathcal L T/\rho\), with \(\mathcal L=(\pi^2/3)(k/e)^2\). Find the steady peak temperature.*

**Solution.** Let \(z\) run along the filament, and measure the potential \(\phi\) from the midplane, so that \(\phi=\pm V/2\) at the ends. The current density is \(j=-\phi'/\rho\), where a prime here denotes \(d/dz\), and the heat flux is \(q=-\kappa T'\). In the steady state the divergence of the heat flux equals the Joule power density:

\[
q'=j(-\phi')=-j\phi' .
\]

Since \(j\) is uniform, \(q=-j\phi+C\). By symmetry \(q=0\) at the midplane, where \(\phi=0\), so \(C=0\) and \(\kappa T'=j\phi\). Inserting \(\kappa\) and \(j\) gives

\[
\frac{\mathcal L}{\rho}TT'=-\frac{\phi\phi'}{\rho}
\quad\Longrightarrow\quad
\frac{d}{dz}\left(\mathcal L T^2+\phi^2\right)=0 .
\]

Equating the values at the midplane and at an end, and writing \(T\) for the peak temperature from here on, we obtain

\[
T^2=T_0^2+\frac{V^2}{4\mathcal L}.
\]

The radius is absent because the heat produced and the heat conducted away both scale with the cross-section. Heat loss through the side wall would spoil this cancellation and cool narrow filaments most, because their surface is large compared with their volume. The growth speed would then depend on radius as well as voltage, so the results from (c) onward require this loss to be negligible. The temperature is taken to follow the voltage instantly.

## (c) The growth speed and its steepness

*Ions of charge \(e\) hop a distance \(a\) over a barrier \(E\) with attempt frequency \(\nu\). Construct \(u(V)\) and find \(n=d\ln u/d\ln V\). Is there a true threshold?*

**Solution.** The field \(V/l\) lowers the barrier for a forward hop by the energy gained over half a hop, \(eaV/(2l)\), and raises the backward barrier by the same amount. Subtracting the two hopping rates and multiplying by \(a\) gives the net ion speed. We set the lateral growth speed equal to this ion speed at the hottest point:

\[
u=2\nu a\,e^{-E/kT}\sinh x,\qquad x=\frac{eaV}{2lkT}.
\]

This equality is a modelling closure, since axial drift does not by itself fix how arriving ions widen the filament. It also keeps the cylinder uniform by assumption, although the ends stay at \(T_0\), where ions hop far more slowly, so the radii found below belong to this idealised uniform filament. What matters below is that \(u\) depends on \(V\) alone.

For the steepness, differentiate the heating law:

\[
\tau\equiv\frac{d\ln T}{d\ln V}=\frac{V^2}{4\mathcal L T^2}=1-\frac{T_0^2}{T^2}.
\]

The derivative of \(-E/kT\) with respect to \(\ln V\) is then \(\tau E/kT\). Because \(x\propto V/T\), we have \(d\ln x/d\ln V=1-\tau\), while \(d\ln\sinh x/d\ln x=x\coth x\). Adding the two contributions,

\[
n=\tau\frac{E}{kT}+(1-\tau)\,x\coth x .
\]

As \(V\to0\), \(\tau\to0\) and \(x\coth x\to1\), so \(n\to1\): the ions drift in proportion to the field. The speed is positive at every positive voltage, so there is no true threshold. An approximate one can come from large \(n\).

The heating term has a maximum. It is proportional to \(1/T-T_0^2/T^3\), whose derivative vanishes at \(T=\sqrt3\,T_0\). There \(\tau=2/3\), and the term equals \(2E/(3\sqrt3\,kT_0)\approx0.385\,E/kT_0\). A high barrier compared with \(kT_0\) is thus what makes a steep law possible here.

## (d) How voltage depends on time and current limit

*Take \(r_0<\sqrt{I_c/(gV_a)}\), so that growth begins at \(V_a\). Find the time before the limit is reached, and then the equation for the voltage \(V_f\) after a further time \(t_h\) at the limit.*

**Solution.** The limit is reached when \(g r^2V_a=I_c\). Growth up to that radius has constant speed, so it takes

\[
t_1=\frac{\sqrt{I_c/(gV_a)}-r_0}{u(V_a)} .
\]

At the limit \(V\propto r^{-2}\), and therefore

\[
\frac{d\ln V}{dt}=-\frac{2}{r}\frac{dr}{dt}=-\frac{2u}{r}
=-2\sqrt{\frac{g}{I_c}}\;V^{1/2}u(V),
\]

where \(r=\sqrt{I_c/(gV)}\) was used in the last step. Multiplying by \(V\), separating variables and integrating from \(V_a\) down to \(V_f\) gives

\[
\int_{V_f}^{V_a}\frac{dV}{V^{3/2}u(V)}=2\sqrt{\frac{g}{I_c}}\;t_h .
\]

For given \(V_a\) and material parameters, the left side depends on \(V_f\) alone. The final voltage is thus a function of the single combination \(t_h/\sqrt{I_c}\). Four times the current with twice the time at the limit gives the same voltage, and one quarter of the resistance. The square root arises because a larger current requires a wider filament, which takes longer to grow at a given speed.

## (e) The exponent of the resistance law

*Find \(d\ln R/d\ln I_c\) at fixed \(t_h\), first in terms of the drift in time and then for a steep growth law.*

**Solution.** Define \(\lambda=-d\ln V_f/d\ln t_h\) at fixed \(I_c\). Since \(V_f\) depends on \(\ln t_h-\tfrac12\ln I_c\), its logarithmic derivative with respect to \(I_c\) is \(+\lambda/2\). With \(R=V_f/I_c\),

\[
\left.\frac{d\ln R}{d\ln I_c}\right|_{t_h}=-1+\frac{\lambda}{2}.
\]

This relation is exact within the model as long as the starting condition of (d), \(r_0<\sqrt{I_c/(gV_a)}\), holds. For a thicker start the initial voltage itself depends on \(I_c\), and the relation is recovered only once the starting state has been forgotten. It ties the departure from the inverse law to the slow fall of resistance during the pulse.

To estimate \(\lambda\), put \(y=\ln V\) and \(h(y)=V^{1/2}u\). The rate equation gives \(\lambda=2\sqrt{g/I_c}\,h(y_f)\,t_h\), and the integral in (d) turns this into

\[
\lambda=h(y_f)\int_{y_f}^{y_a}\frac{dy}{h(y)} .
\]

Let \(N=d\ln h/dy=n+\tfrac12\), and let \(N'=dN/dy\). Because \(d(1/h)/dy=-N/h\), integration by parts gives

\[
\int_{y_f}^{y_a}\frac{dy}{h}
=\left[-\frac{1}{Nh}\right]_{y_f}^{y_a}-\int_{y_f}^{y_a}\frac{N'}{N^2}\frac{dy}{h}.
\]

The upper-end term is smaller than the lower-end term by roughly \(h(y_f)/h(y_a)\), which is tiny when growth has slowed greatly, so we drop it. Treating the remaining integral in the same way gives its leading part, \(N'/(N^3h)\) at \(y_f\). Hence

\[
\lambda=\frac1N-\frac{N'}{N^3}+\dots
\]

with \(N\) and \(N'\) taken at \(V_f\). To leading order,

\[
\frac{d\ln R}{d\ln I_c}\approx-1+\frac{1}{2n+1}.
\]

The inverse law is approached as \(n\) becomes large. For large but finite \(n\), resistance falls a little more slowly than \(1/I_c\), because a larger current leaves the filament at a slightly higher voltage.

## (f) The effective stop voltage

*In what sense does growth stop, and what fixes the voltage at which it does?*

**Solution.** The rate equation also reads \(\lambda=2ut_h/r\). Equating this to \(1/N\) defines an effective stop voltage \(V^*\):

\[
2N\,u(V^*)\,t_h=r(V^*),\qquad R\approx\frac{V^*}{I_c}.
\]

Inserting \(u\) and taking the logarithm,

\[
\frac{E}{kT^*}=\ln\frac{4N\nu a\,t_h\sinh x}{r},
\qquad
V^*=2\sqrt{\mathcal L\left(T^{*2}-T_0^2\right)} .
\]

The second equation is the heating law solved for voltage. Time and radius enter \(T^*\) through a logarithm whose value is large, so changing them moves \(V^*\) little. This is the origin of the nearly fixed voltage.

Growth does not end completely. Since \(r\propto V^{-1/2}\) at fixed current, \(d\ln r/d\ln t_h=\lambda/2\), which is small but positive.

## (g) A numerical case

*Take \(l=20\) nm, \(\rho=2\ \mu\Omega\,\)m, \(r_0=1\) nm, \(E=1.4\) eV, \(a=0.3\) nm, \(\nu=10^{13}\ \mathrm{s^{-1}}\), \(T_0=300\) K, \(V_a=0.4\) V and a total pulse of 1 ms. Find the resistance for current limits from 50 µA to 1 mA.*

**Solution.** These are round model parameters, not those of a particular material. With \(\rho=2000\ \Omega\,\)nm,

\[
g=\frac{\pi}{2000\times20}=7.854\times10^{-5}\ \mathrm{S\,nm^{-2}},
\]

and the initial resistance is \(1/(gr_0^2)=12.7\ \mathrm{k\Omega}\). At 0.4 V the growth speed is \(6.80\times10^5\) nm/s. Without a current limit the radius would increase by 680 nm in one pulse, far outside the slender-filament model.

For \(I_c=100\ \mu\)A, the limit is reached at \(r=\sqrt{10^{-4}/(7.854\times10^{-5}\times0.4)}=1.784\) nm. The time needed is \(t_1=0.784/(6.80\times10^5)\) s \(=1.15\ \mu\)s, so nearly all the pulse is spent at the limit. Numerical integration of \(dr/dt=u(V)\) over the whole pulse gives:

| \(I_c\) (µA) | \(V_f\) (V) | \(R\) (Ω) | \(r\) (nm) | \(T\) (K) |
|---:|---:|---:|---:|---:|
| 50 | 0.212 | 4247 | 1.73 | 743 |
| 100 | 0.216 | 2164 | 2.43 | 755 |
| 200 | 0.221 | 1103 | 3.40 | 767 |
| 500 | 0.226 | 453 | 5.30 | 784 |
| 1000 | 0.231 | 231 | 7.43 | 797 |

The current limit rises by a factor of 20 and the voltage by 1.087, so the resistance falls by \(20/1.087=18.4\). A least-squares line through \(\ln R\) against \(\ln I_c\) has slope \(-0.972\).

The steepness explains this slope. At 100 µA, \(\tau=1-(300/755)^2=0.842\). From \(\mathcal L=2.443\times10^{-8}\ \mathrm{V^2K^{-2}}\), \(k/e=\sqrt{3\mathcal L}/\pi=8.617\times10^{-5}\) V/K, so \(kT=0.0651\) eV and \(E/kT=21.5\). Here \(x\approx0.025\), hence \(x\coth x\approx1\), and

\[
n\approx0.842\times21.5+0.158\approx18.3,
\qquad
-1+\frac{1}{2n+1}\approx-0.973 .
\]

The local slope from the numerical integration is \(-0.9725\). The small difference comes mainly from the next term in \(\lambda\). With \(N=18.79\) and \(N'=-9.80\), the first term is 0.0532 and the first two together give 0.0547; integration with 1 ms spent at the limit gives 0.0549.

The stop voltage follows from the logarithm in (f). Using the tabulated radius and \(t_h\approx1\) ms,

\[
\frac{E}{kT^*}\approx\ln\frac{4(18.79)(3\times10^{12})(10^{-3})(0.025)}{2.43}\approx21.57 .
\]

This gives \(T^*\approx753\) K and \(V^*\approx0.216\) V, hence \(R\approx0.216/10^{-4}=2.16\ \mathrm{k\Omega}\).

The remaining growth appears when the pulse length is changed. At 100 µA, pulses of 0.1, 1 and 10 ms give 2470, 2164 and 1915 Ω. Each tenfold increase in time lowers the resistance by about 12%. A statement that growth stops at a fixed voltage therefore needs a stated pulse length.

## (h) Where the inverse law fails

*Is a current limit sufficient by itself to produce \(R\propto1/I_c\)? Which other conditions restrict the result?*

**Solution.** Consider the weak law \(u=bV\), for which \(n=1\). At the limit

\[
\frac{dr}{dt}=\frac{bI_c}{g r^2}
\quad\Longrightarrow\quad
r^3=r_c^3+\frac{3bI_ct_h}{g},
\qquad r_c=\sqrt{\frac{I_c}{gV_a}} .
\]

When the second term dominates, \(r\propto I_c^{1/3}\) and \(R\propto r^{-2}\propto I_c^{-2/3}\). This agrees with \(-1+1/(2n+1)=-2/3\). The current limit supplies the feedback, but steep growth kinetics are also needed to hold the final voltage nearly fixed.

The initial filament sets a lower bound on the useful current. If \(I_c\) is below about \(g r_0^2V^*\), the voltage starts below the stop value and little growth occurs. With \(r_0=1\) nm and \(V^*\approx0.2\) V, this current is about 16 µA. Well above it, the starting state is forgotten: at 100 µA, starting from 1.2 nm instead of 1 nm changes \(V_f\) by about two parts in \(10^5\).

At the other end, a constant series resistance \(R_{\rm ser}\) in the leads changes the measured value to \(R_{\rm ser}+V_f/I_c\), provided that the source can still supply the current \(I_c\). The limit is reached when the filament voltage has fallen to \(V_a-I_cR_{\rm ser}\). This voltage must exceed \(V_f\) by enough that growth down to it takes only a small part of the pulse. With a smaller margin the limit is reached late or not at all, and the measured value is higher. If \(I_c\) is set so high that the limit is never reached during the pulse, the final resistance no longer depends on \(I_c\). The filament also ceases to be slender. At 1 mA its radius is already 0.37 of its length, so the neglected spreading resistance and the heating of the electrodes would need a fuller model. For the narrowest filaments the neglect of side-wall heat loss is a severe condition. The initial filament in (g) produces \(0.4^2/12.7\ \mathrm{k\Omega}=12.6\ \mu\)W. A surrounding medium with \(\kappa_{\rm s}=1\ \mathrm{W\,m^{-1}K^{-1}}\) has a radial conductance of about \(2\pi\kappa_{\rm s}l/\ln(1+l/2r)\approx5\times10^{-8}\) W/K, where the heat is taken to spread a distance \(l/2\) beyond the wall. That conductance would carry away all this power at a rise of only about 240 K, so the numbers in (g) need a surround that conducts heat far more poorly. The ohmic law itself is also doubtful there: the initial resistance of 12.7 kΩ in (g) is already close to the quantum scale \(h/(2e^2)=12.9\ \mathrm{k\Omega}\), where a quantum description of conduction may be needed.

Numbers in the example were calculated in double precision.
